\section*{Closed State Equations for Networks of Equal Linear-Drift Memristors}

\section{Result}

\paragraph{Theorem.} Let a connected network have $m$ branches, each holding one linear-drift memristor in series with an ideal voltage source. All memristors have the same limiting resistances $R_{\rm on}<R_{\rm off}$, film thickness $D$ and ion mobility $\mu$. Collect the doped fractions $w_k\in[0,1]$ in the vector $w$ and the source voltages in $s(t)$, and put
\begin{equation}
W=\mathrm{diag}(w),\quad r=\frac{R_{\rm off}}{R_{\rm on}},\quad
\chi=1-\frac1r,\quad \kappa=\frac{\mu}{D^2}.
\end{equation}
Let $\Omega$ be the orthogonal projector onto the loop space of the network. While no device is held at a bound of its range, Kirchhoff's laws and the device laws are together equivalent to
\begin{equation}
\boxed{\;\frac{dw}{dt}=\frac{\kappa}{r}\,(I-\chi\,\Omega W)^{-1}\,\Omega\, s\;}
\label{main}
\end{equation}
with the currents given by $i=(I-\chi\Omega W)^{-1}\Omega s/R_{\rm off}$.

Besides the projector, the resistance ratio and the sources, one constant remains: $\kappa$, which sets the rate. It disappears if $\kappa t$ is used as the time variable. The absolute resistances have dropped out of the state equation, though not out of the currents.

\section{Assumptions and conventions}

The doped part of a film has length $w_kD$ and resistance $R_{\rm on}w_k$; the undoped gap has length $(1-w_k)D$ and resistance $R_{\rm off}(1-w_k)$. In series they give
\begin{equation}
R_k=R_{\rm on}w_k+R_{\rm off}(1-w_k)=R_{\rm off}(1-\chi w_k),
\label{R}
\end{equation}
because $R_{\rm off}-R_{\rm on}=\chi R_{\rm off}$. The field in the doped part is its voltage over its length, $R_{\rm on}w_ki_k/(w_kD)=R_{\rm on}i_k/D$. Linear drift means that the front moves at $\mu$ times this field. Dividing the speed by $D$ gives
\begin{equation}
\frac{dw_k}{dt}=\kappa R_{\rm on}i_k=\frac{\kappa}{r}R_{\rm off}i_k .
\label{drift}
\end{equation}

Each branch is directed so that positive current raises $w_k$, and $s_k>0$ drives current in that direction. With node potentials $p$, the potential drop along a branch is the resistive drop less the source voltage. The incidence matrix $B$ has $+1$ where a branch leaves a node and $-1$ where it enters. Hence
\begin{equation}
Bi=0,\qquad B^{T}p=Ri-s,\qquad R=\mathrm{diag}(R_k).
\label{kirchhoff}
\end{equation}
The first equation is the current law. The second combines the branch law with the voltage law, since it derives all drops from one set of potentials. There are no current sources, capacitors or inductors.

At a bound, the drift law is supplemented by a stop: if $w_k=1$ and $i_k>0$, or $w_k=0$ and $i_k<0$, then $dw_k/dt=0$. The current formula still holds there, because its derivation uses only the instantaneous resistances.

\section{Two lemmas}

\paragraph{Lemma 1 (projector).} Let the rows of $A$ be a basis of the loop space $\ker B$. Then
\begin{equation}
\Omega=A^{T}(AA^{T})^{-1}A ,
\end{equation}
$\Omega i=i$ is equivalent to $Bi=0$, and $\Omega v=0$ is equivalent to $v=B^{T}p$ for some $p$.

\emph{Proof.} The rows of $A$ are independent, so $AA^{T}$ is invertible. The matrix $\Omega$ is symmetric, and
\begin{equation}
\Omega^2=A^{T}(AA^{T})^{-1}(AA^{T})(AA^{T})^{-1}A=\Omega .
\end{equation}
It is therefore an orthogonal projector. Its range lies in the span of the rows of $A$, and $\Omega A^{T}=A^{T}$ shows that it is the whole span, $\ker B$. This proves the first equivalence. The kernel of $\Omega$ is the orthogonal complement of $\ker B$, which is the range of $B^{T}$. This proves the second. An orthogonal projector is fixed by its range, so the choice of loops does not matter. $\square$

\paragraph{Lemma 2 (invertibility).} For $w\in[0,1]^m$ and finite $r$, the matrix $I-\chi\Omega W$ is invertible, and its smallest singular value is at least $1/r$.

\emph{Proof.} In the Euclidean norm a projector does not lengthen a vector, and neither does $W$, whose entries do not exceed one. For every $x$,
\begin{equation}
\|(I-\chi\Omega W)x\|\ge\|x\|-\chi\|\Omega Wx\|
\ge(1-\chi)\|x\|=\frac{\|x\|}{r}. \qquad\square
\end{equation}

The lemma also bounds the currents: $\|i\|\le r\|\Omega s\|/R_{\rm off}=\|\Omega s\|/R_{\rm on}$. Equality is reached when all devices are fully doped, for then $W=I$, and $i=\Omega i$ gives $(1-\chi)i=\Omega s/R_{\rm off}$.

\section{Proof of the theorem}

\emph{From Kirchhoff to the closed equation.} Apply $\Omega$ to the second equation in (\ref{kirchhoff}). By Lemma 1 the left side vanishes, so $\Omega Ri=\Omega s$. Insert $R=R_{\rm off}(I-\chi W)$ from (\ref{R}):
\begin{equation}
R_{\rm off}(\Omega i-\chi\Omega Wi)=\Omega s .
\end{equation}
The current law allows $\Omega i$ to be replaced by $i$, whence
\begin{equation}
(I-\chi\Omega W)\,i=\frac{\Omega s}{R_{\rm off}} .
\label{current}
\end{equation}
Lemma 2 permits inversion. Substitution into (\ref{drift}) cancels $R_{\rm off}$ and gives (\ref{main}).

\emph{Back again.} Let $i$ solve (\ref{current}). Then $i=\Omega(\chi Wi+s/R_{\rm off})$ lies in the range of $\Omega$, so $\Omega i=i$ and the current law holds. With this, (\ref{current}) reads $\Omega(Ri-s)=0$. By Lemma 1 there are potentials with $B^{T}p=Ri-s$. No constraint has been lost and no solution added. $\square$

As a test, 200 random networks with three to eight nodes and $r$ between about 1.3 and 1000 were solved by ordinary nodal analysis. Each had one device at $w=0$ and one at $w=1$. The currents agreed with (\ref{current}) to $2.4\times10^{-13}$ of the largest current in the network.

\paragraph{Remark (sources and polarity).} Replacing $s$ by $s+B^{T}q$ changes no current, because $\Omega B^{T}q=0$. If a circuit is drawn with branch directions that differ from the device polarities, let $\Sigma$ be the diagonal matrix of signs relating the two. Currents and sources transform as $i=\Sigma i'$ and $s=\Sigma s'$, and the projector as $\Omega=\Sigma\Omega'\Sigma$. Equation (\ref{main}) then applies to the transformed quantities.

\section{Limiting cases}

\paragraph{One loop.} For $m$ devices in a single loop with aligned polarities, every entry of $\Omega$ is $1/m$, and all currents equal one value $j$. Equation (\ref{current}) becomes $j(1-\chi\sum_kw_k/m)=\sum_ks_k/(mR_{\rm off})$. Multiplication by $mR_{\rm off}$ gives
\begin{equation}
j=\frac{\sum_ks_k}{\sum_kR_{\rm off}(1-\chi w_k)},
\end{equation}
the total source voltage over the total resistance.

\paragraph{Equal states.} If all $w_k=u$ at some instant, then $\Omega Wi=u\,\Omega i=ui$, and
\begin{equation}
\frac{dw}{dt}=\frac{\kappa}{r}\,\frac{\Omega s}{1-\chi u}.
\end{equation}
The network geometry then enters through $\Omega s$ alone. Unequal rates destroy this uniformity, and the inverse matrix is needed afterwards.

\paragraph{Weak memory.} Since $\|\chi\Omega W\|\le\chi\max_kw_k<1$, the inverse has the convergent expansion
\begin{equation}
\frac{dw}{dt}=\frac{\kappa}{r}\left(\Omega s+\chi\,\Omega W\Omega s+\dots\right).
\label{series}
\end{equation}
The first term is the response of a network of equal fixed resistors $R_{\rm off}$. The second is the first correction due to the stored states; through $\Omega$ it couples devices that need not share a node.

\section{Integrals of the motion}

\paragraph{Proposition.} While no device is held at a bound,
\begin{align}
Bw(t)&=Bw(0),\label{node}\\
\Omega\,[g(w(t))-g(w(0))]&=\frac{\kappa}{r}\,\Omega\,\varphi(t),\label{flux}
\end{align}
where $g(w)_k=w_k-\chi w_k^2/2$ and $\varphi(t)=\int_0^ts\,dt'$. These equations determine $w(t)$ uniquely in $[0,1]^m$. The state therefore depends on the source history only through the projected flux $\Omega\varphi$.

\emph{Proof.} By (\ref{drift}), $dw/dt$ is proportional to $i$, and $Bi=0$; this gives (\ref{node}). Next, multiply $\Omega(I-\chi W)i=\Omega s/R_{\rm off}$ by $\kappa R_{\rm off}/r$ and use (\ref{drift}):
\begin{equation}
\Omega(I-\chi W)\frac{dw}{dt}=\frac{\kappa}{r}\Omega s .
\end{equation}
Each component of $(I-\chi W)\,dw/dt$ is $(1-\chi w_k)\,dw_k/dt=dg_k/dt$. Since $\Omega$ is constant, integration gives (\ref{flux}).

For uniqueness, (\ref{node}) lets us write $w=w(0)+A^{T}y$ with loop displacements $y$. Multiplying (\ref{flux}) by $A$ and using $A\Omega=A$ turns it into
\begin{equation}
A\,[g(w(0)+A^{T}y)-g(w(0))]=\frac{\kappa}{r}A\varphi .
\label{loops}
\end{equation}
The vector $Ag(w(0)+A^{T}y)$ is the gradient with respect to $y$ of $F=\sum_k(w_k^2/2-\chi w_k^3/6)$. The Hessian of $F$ is $A(I-\chi W)A^{T}$. It is positive definite, because $1-\chi w_k\ge1/r>0$ and the rows of $A$ are independent. The values of $y$ that keep $w$ in $[0,1]^m$ form a convex set. On it $F$ is strictly convex, so its gradient takes no value twice. $\square$

\paragraph{Remark (one device).} For a single memristor closed on its source, $\Omega=1$. Since $(1-\chi w)^2=1-2\chi g(w)$, equation (\ref{flux}) becomes
\begin{equation}
(1-\chi w)^2=(1-\chi w(0))^2-\frac{2\chi\kappa}{r}\,\varphi .
\end{equation}
The squared resistance falls linearly with flux until the bound is met.

\paragraph{Remark (failure at a bound).} Once a device is stopped, its $w_k$ stays fixed, although $i_k\neq0$, until the current reverses. The rate is then no longer proportional to the current vector, and the derivation of both integrals fails.

\section{Worked example}

Two triangles share a branch. Number the nodes 0 to 3 and direct the branches as $0\to1$, $1\to2$, $2\to0$, $2\to3$, $3\to0$. The loops $0\to1\to2\to0$ and $0\to2\to3\to0$ give
\begin{equation}
A=\begin{pmatrix}1&1&1&0&0\\0&0&-1&1&1\end{pmatrix},\quad
AA^{T}=\begin{pmatrix}3&-1\\-1&3\end{pmatrix},
\end{equation}
\begin{equation}
\Omega=\frac18\begin{pmatrix}
3&3&2&1&1\\3&3&2&1&1\\2&2&4&-2&-2\\1&1&-2&3&3\\1&1&-2&3&3
\end{pmatrix}.
\end{equation}
Take $R_{\rm on}=20$ kilohm, $R_{\rm off}=100$ kilohm, $D=10$ nm and $\mu=10^{-10}$ cm$^2$/(V\,s). Then $r=5$, $\chi=0.8$, $\kappa=100$ (V\,s)$^{-1}$ and $\kappa/r=20$ (V\,s)$^{-1}$. The sources are constant, $s=(1.6,0,0,0.8,0)$ V, and the initial state is $w(0)=(0.20,0.30,0.40,0.25,0.35)$.

The first component of $\Omega s$ is $(3\times1.6+0.8)/8=0.70$ V; in full, $\Omega s=(0.70,0.70,0.20,0.50,0.50)$ V. The initial resistances $100(1-0.8w_k)$ are 84, 76, 68, 80 and 72 kilohm. Since $i=A^{T}j$, the loop currents $j_1,j_2$ obey
\begin{align}
228j_1-68j_2&=1.6,\\
-68j_1+220j_2&=0.8,
\end{align}
in mA with resistances in kilohm. The determinant is $45536$, so $j_1=406.4/45536$ mA $=8.92$ $\mu$A and $j_2=291.2/45536$ mA $=6.39$ $\mu$A. The shared branch carries $j_1-j_2=2.53$ $\mu$A. These are the values given by (\ref{current}). The first rate is $20\times0.892=17.8$ s$^{-1}$.

The series (\ref{series}) can be judged here. In branch 1 its first term is 0.700 V. The second is $0.8(3\times0.14+3\times0.21+2\times0.08+0.125+0.175)/8=0.151$ V. Their sum, 0.851 V, falls 4.6 percent short of the full 0.892 V.

After 15 ms the state is $(0.512,0.612,0.490,0.472,0.572)$. Devices 1 and 2 have kept their difference of 0.1, as (\ref{node}) requires at node 1. The flux law (\ref{loops}) gives the same state without time stepping. With $d=y_1-y_2$ and $g(w+\delta)-g(w)=(1-\chi w)\delta-\chi\delta^2/2$, it reads
\begin{align}
1.60y_1-0.8y_1^2+0.68d-0.4d^2&=0.48,\\
1.52y_2-0.8y_2^2-0.68d+0.4d^2&=0.24.
\end{align}
The right sides are $20\times1.6\times0.015$ and $20\times0.8\times0.015$. The solution is $y_1=0.3125$, $y_2=0.2221$, hence $w_3=0.40+0.090=0.490$. A separate integration of the physical front positions, with currents from node potentials, agrees with (\ref{main}) to $2\times10^{-12}$ in $w$.

A half-sine pulse of the same duration and flux ends in the same state, to $3\times10^{-12}$. At a quarter of the duration the two histories differ by up to 0.029 in $w$, because the half-sine has then delivered only $(1-\cos(\pi/4))/2=15$ percent of its flux, against 25 percent for the constant pulse.

As the resistances fall, the current in branch 1 rises from 8.92 to 12.50 $\mu$A. If the sources stay on, device 2 reaches $w=1$ first, at 26.7 ms. The integrals above hold up to that moment. The numerical output gives further digits.

\section{Size of neglected effects}

The parameters of the example are illustrative. The following estimates are for the constant 15 ms pulse at 300 K, with rough inputs: doubly charged ions, 0.3 nm hops, a 100 nm square cell, a 1 eV activation energy, heat conductivities of 3 W/(m K) in the film and 50 W/(m K) in the metal contacts, and a relative permittivity of 50.

The weakest assumption is a sharp front with constant mobility. By the Einstein relation, diffusion alone blurs the front by 2.0 nm while drift moves it by at most 3.1 nm. Drift can blur it further, because ions that get ahead of the front feel the gap field, which is $r$ times the field behind it. If they keep the same mobility there, the half-width after the pulse (half the distance between the points of 16 and 84 percent doping, the measure that gives 2.0 nm for diffusion alone), estimated for a long film at the mean current of branch 1, is about 4 nm when the local conductivity is linear in the doping and about 9 nm when the local resistivity is. This is comparable with the film thickness, so the sharp front is an assumption of the model and does not follow from linear ion drift. A doped part that grows at fixed doping also needs a supply of ions at the contact: in a film with closed ends their number is fixed, and if the local resistivity is linear in the doping the resistance of such a film cannot change at all. At the same mobility, diffusion alone would leave only about 10 percent of the end-to-end doping contrast of a half-doped film with closed ends after 0.2 s, even without a source. A cell that retains its state much longer must have a smaller mobility at low field, or a mechanism that holds the ions in place; this model contains neither.

The field in the undoped gap is $R_{\rm off}i/D$, at most 1.25 MV/cm on the linear-drift trajectory, against a rough breakdown field of 3 MV/cm. If this field governs the hopping, with the mobility rescaled so that (\ref{drift}) still holds at low field, the resistances fall sooner and the field rises to about 1.45 MV/cm; drift is then up to about 1.5 times faster than (\ref{drift}) at the same current, the rate at the end of the pulse is up to about 1.8 times that on the linear-drift trajectory, and the end state shifts by up to about 0.12 in $w$; if the field in the doped part does, the increase is at most 1.4 percent. If the contacts are thick enough to act as metal half-spaces, heating along the linear-drift trajectory is at most about 1.2 K, which raises the mobility by up to about 16 percent for an activation energy of 1 eV. That energy is a high value: with $10^{13}$ hop attempts per second, the mobility assumed here corresponds to about 0.6 eV, for which the rise is about 9 percent. Thin electrodes on an oxide would run hotter. The computed rates can thus be wrong by tens of percent for these reasons alone. Field-dependent hopping also breaks the rule that only the flux counts. The half-sine pulse has a higher peak field, about 1.6 MV/cm with linear drift. If the gap field governs the hopping, this peak rises to about 1.85 MV/cm, and the end state differs from that of the constant pulse under the same hopping law by up to about 0.14 in $w$. Tunnelling through the gap, for a 1 eV barrier and the free-electron mass, carries less than $10^{-11}$ of the current, and the capacitive delay is 0.04 ns; both are negligible here.

\paragraph{Remark (unequal devices).} Equal devices are needed for the step from $\Omega R$ to $\chi\Omega W$. Without that step, $\Omega i=i$ and $\Omega Ri=\Omega s$ combine, for any fixed resistance $\rho>0$, into
\begin{equation}
[\rho(I-\Omega)+\Omega R]\,i=\Omega s .
\end{equation}
The matrix is invertible. If it annihilates $x$, the two orthogonal parts vanish separately, so $x=\Omega x$ and $\Omega Rx=0$. Then $x^{T}Rx=x^{T}\Omega Rx=0$, and $x=0$ because all $R_k>0$. The individual resistances now enter, and $r$ alone no longer suffices. In the example, changing the five initial resistances by $+10,-10,+10,-10$ and $0$ percent makes the equal-device currents wrong by up to 3.5 percent of the largest current.

\section*{Computed results}
\begin{verbatim}
film thickness 10.0 nm; mobility 1.0e-10 cm2/(V s)
R_on 20 kOhm; R_off 100 kOhm
ratio r 5.0; chi 0.80; kappa 100.0 1/(V s)
branches (start, end): [(0, 1), (1, 2), (2, 0), (2, 3), (3, 0)]
8*Omega, row by row:
   3 3 2 1 1
   3 3 2 1 1
   2 2 4 -2 -2
   1 1 -2 3 3
   1 1 -2 3 3
sources s (V): 1.60 0.00 0.00 0.80 0.00
Omega s (V): 0.700 0.700 0.200 0.500 0.500
start currents (uA): 8.9248 8.9248 2.5299 6.3949 6.3949
start rates dw/dt (1/s): 17.8496 17.8496 5.0597 12.7899 12.7899
w at 0 ms: 0.2000 0.3000 0.4000 0.2500 0.3500
w at 5 ms: 0.2932 0.3932 0.4266 0.3167 0.4167
w at 10 ms: 0.3961 0.4961 0.4562 0.3899 0.4899
w at 15 ms: 0.5125 0.6125 0.4903 0.4721 0.5721
end currents (uA): 12.5005 12.5005 3.7002 8.8003 8.8003
loop displacements by root finding: 0.312465 0.222130
first bound reached: 26.672 ms, branch 2
w at that moment: 0.9000 1.0000 0.6107 0.7393 0.8393
random networks tested: 200
largest relative current error: 2.4e-13
closed vs physical trajectory, max dw: 2.1e-12
drift of B w: 5.0e-16; flux law error: 2.1e-12
root finding vs trajectory, max dw: 1.6e-13
half-sine vs constant, end, max dw: 3.0e-12
half-sine vs constant, quarter time, max dw: 0.0292
Neglected effects, rough inputs:
temperature 300 K; ion charge 2 e; hop 0.3 nm
cell side 100 nm; activation 1.0 eV
heat conductivity film 3, metal 50 W/(m K)
tunnel barrier 1.0 eV; permittivity 50
largest gap field 1.250 MV/cm; rough breakdown 3 MV/cm
hopping speed-up: gap 1.390, doped 1.0141
front moves 3.12 nm; diffusion blur 1.97 nm
largest power 9.22 uW; heating 1.18 K
mobility factor from heating 1.163
thinnest gap 3.88 nm; largest gap voltage 0.714 V
largest tunnel share of current 2.4e-13
capacitive delay 0.044 ns; pulse 15 ms
10 percent device spread: current error 3.5 percent of largest
\end{verbatim}
